\section*{Depinning field of a domain wall in a weakly coupled chain}

\section{Situation and model}

A ferroelectric memory capacitor can hold an up domain and a down domain side by side. A field that favours up then has two ways to enlarge the up domain: it can switch down cells in the interior, or it can push the wall sideways. When neighbouring cells are weakly coupled the wall is about one cell wide and sticks between cells. The question is how far below the switching field of a single cell the wall comes free.

Let $P_n$ be the polarization of cell $n$ along the field $E$. Each cell has a quartic double well, neighbours are coupled through their difference, and the motion is overdamped:
\begin{equation}
\rho\dot P_n=E+\alpha P_n-\beta P_n^3+\kappa(P_{n+1}+P_{n-1}-2P_n),
\label{eq:si}
\end{equation}
with $\alpha,\beta,\kappa,\rho>0$. Noise and disorder are absent, and the field is changed slowly. Set
\begin{equation}
P_0=\sqrt{\alpha/\beta},\quad u=\frac{P}{P_0},\quad F=\frac{E}{\alpha P_0},\quad k=\frac{\kappa}{\alpha},\quad s=\frac{\alpha t}{\rho}.
\end{equation}
Dividing \eqref{eq:si} by $\alpha P_0$ and using $\beta P_0^2=\alpha$ gives
\begin{equation}
\frac{du_n}{ds}=R_n(u)\equiv F-V'(u_n)+k(u_{n+1}+u_{n-1}-2u_n),\quad V'(u)=u^3-u.
\label{eq:scaled}
\end{equation}
Cells $n\le0$ are up, cells $n\ge1$ are down, and $F\ge0$ favours up. Cell 1 is called the front cell. A stationary wall is a time-independent state that tends to the up root of $V'(u)=F$ on the left and to the down root on the right. The depinning field $F_d$ is the upper limit of the fields at which such a state exists. Reversing the signs of all $u_n$ and of $F$, together with the order of the cells, gives the same threshold for the opposite motion.

The result is
\begin{equation}
F_d=F_s-\sqrt3\,k+k^{3/2}+\tfrac{\sqrt3}{2}k^2+O(k^{5/2}),\qquad F_s=\frac{2}{3\sqrt3},
\label{eq:result}
\end{equation}
where $F_s$ is the single-cell spinodal field. The leading reduction is linear in the coupling.

\section{One cell at its spinodal}

A down cell survives as long as $V'(u)=F$ has a root in the down well. The slope $V''=3u^2-1$ vanishes at $u_s=-1/\sqrt3$, where $V'$ has its local maximum
\begin{equation}
V'(u_s)=-\frac{1}{3\sqrt3}+\frac{1}{\sqrt3}=\frac{2}{3\sqrt3}=F_s .
\end{equation}
Since $V''(u_s)=0$ and $V'''(u_s)=6u_s=-2\sqrt3$, the cubic expands without remainder as
\begin{equation}
V'(u_s+x)=F_s-\sqrt3\,x^2+x^3=F_s+x^2(x-\sqrt3).
\label{eq:fold}
\end{equation}
The second form shows the other root at $F=F_s$: $x=\sqrt3$, that is $u=2/\sqrt3$, the up state.

For $0\le F<F_s$ call the down root $q$ and the up root $p$. They satisfy $-1\le q<u_s$ and $1\le p<2/\sqrt3$. In a uniform chain the coupling term vanishes, so a uniform down chain has the same spinodal field $F_s$ as one cell.

\section{The linear law}

Near $F_s$ the front cell has an up neighbour at about $2/\sqrt3$ and a down neighbour. That down neighbour is itself close to its spinodal, so it sits near $u_s$, not near $-1$. The coupling force on the front cell is therefore
\begin{equation}
k\left(\frac{2}{\sqrt3}+u_s-2u_s\right)=k\left(\frac{2}{\sqrt3}+\frac{1}{\sqrt3}\right)=\sqrt3\,k .
\label{eq:pull}
\end{equation}
It acts as an extra field, so the front cell becomes unstable near $F=F_s-\sqrt3k$. The following two bounds turn this estimate into a proof.

\subsection{Comparison of solutions}

Suppose a fixed profile $w$ has $R_n(w)\le0$ for all $n$, and a solution starts with $u_n\le w_n$. Let $d_n=w_n-u_n$. Then
\begin{equation}
\dot d_n=-R_n(u)\ge R_n(w)-R_n(u)=c_n d_n+k(d_{n+1}+d_{n-1}),
\end{equation}
where $c_n=1-2k-(w_n^2+w_nu_n+u_n^2)$ is bounded. Choose a constant $M$ with $c_n+M\ge0$. The quantities $e^{Ms}d_n$ then obey a linear system with non-negative coefficients, non-negative sources and non-negative initial values. Iterating its integral form adds only non-negative terms, so $d_n\ge0$ at all later times: $w$ is a barrier from above. In the same way a profile with $R_n\ge0$ is a barrier from below. A solution started on such a lower barrier rises in time, because it lies above its starting profile after any short delay, and comparison preserves that order.

\subsection{Lower bound on the depinning field}

Let $0\le F\le F_s-\sqrt3k$, which requires $k\le2/9$. Take $w_n=p$ for $n\le0$ and $w_n=u_s$ for $n\ge1$. Then
\begin{align}
R_n(w)&=0 && (n\le-1),\\
R_0(w)&=k(u_s-p)<0,\\
R_1(w)&=F-F_s+k(p-u_s)\le F-F_s+\sqrt3k\le0,\\
R_n(w)&=F-F_s<0 && (n\ge2).
\end{align}
The third line uses $p\le2/\sqrt3$. No cell of this profile is driven up, so it blocks the wall.

For the lower barrier take $v_n=1/\sqrt3$ for $n\le0$ and $v_n=q$ for $n\ge1$. As $V'(1/\sqrt3)=-F_s$, cells $n\le-1$ have $R_n=F+F_s>0$. Cell 0 has
\begin{equation}
R_0(v)=F+F_s+k(q-1/\sqrt3)\ge F_s-k(1+1/\sqrt3)>0\quad\text{for }k\le2/9.
\end{equation}
Cell 1 is pulled up by its left neighbour, and the cells beyond it are in balance. The solution started from $v$ rises but stays below $w$, so it converges to a stationary state. Since $v$ does not increase with $n$, comparison with its own shifted copy shows that the limit does not either. Its end values are roots of $V'=F$ lying in $[1/\sqrt3,p]$ and $[q,u_s]$, hence $p$ and $q$. This is a stationary wall, and
\begin{equation}
F_d\ge F_s-\sqrt3\,k\qquad(0<k\le2/9),
\label{eq:lower}
\end{equation}
with no expansion in $k$.

\subsection{Upper bound}

Now let $F_s-\sqrt3k<F<F_s$ and suppose a stationary wall exists. Its values lie in $[q,p]$: at a maximum above $p$ the coupling term would be non-positive, so $V'\le F$, whereas $V'>F$ above $p$; the argument below $q$ is the same with signs reversed. The coupling term is then at most $2k(1+2/\sqrt3)$ in size, so every cell obeys $V'(u_n)=F_s+O(k)$. By \eqref{eq:fold} each cell lies within $O(k)$ of $2/\sqrt3$ or within $O(\sqrt k)$ of $u_s$.

Counting from the left, let cell 1 be the first one near $u_s$, at $u_s+x$. Its left neighbour is $2/\sqrt3+O(k)$, and its right neighbour is at least $u_s-O(\sqrt k)$. Force balance gives
\begin{equation}
F=F_s-\sqrt3x^2+x^3-k(u_0+u_2-2u_1)\le F_s-\sqrt3k+O(k^{3/2}),
\label{eq:upper}
\end{equation}
because $x^3-\sqrt3x^2\le0$ for small $x$. Together with \eqref{eq:lower} this proves the linear law. It covers every stationary wall, not one chosen branch.

The same argument shows that the wall moves on once $F$ exceeds the bound in \eqref{eq:upper} while still below $F_s$. The solution started from $v$ rises, stays below $p$ and converges to a stationary state. No cell of that state can remain near $u_s$, since the first such cell would violate \eqref{eq:upper}. Both ends therefore tend to $p$, and by monotonicity in $n$ every cell does. In this window the wall sweeps the chain, although a uniform down chain would still be metastable.

\section{Next orders}

The first correction is smaller than the linear term only by a factor of order $\sqrt k$, so it matters in practice. Write
\begin{equation}
u_0=\tfrac{2}{\sqrt3}+z,\quad u_1=u_s+x,\quad u_2=u_s+y,\quad u_3=u_s+w.
\end{equation}
The balance of the front cell is
\begin{equation}
F=F_s-\sqrt3x^2+x^3-k(\sqrt3+z+y-2x).
\label{eq:front}
\end{equation}

\emph{Order $k^{3/2}$.} Cell 2 has the balance
\begin{equation}
F_s-\sqrt3y^2+y^3=F+k(x+w-2y).
\label{eq:next}
\end{equation}
With $F=F_s-\sqrt3k+O(k^{3/2})$ the leading terms are $\sqrt3y^2=\sqrt3k$, so $y=\pm\sqrt k$. Equation \eqref{eq:front} gives the larger field for $y=-\sqrt k$, the root on the stable side of the fold. If cell 2 or cell 3 were up instead, the front cell would be pulled up more strongly and $F$ would be lower. Hence $-ky=+k^{3/2}$. Physically, the next down cell has not reached its spinodal point; it lies deeper in the down well and holds the front cell back slightly.

\emph{Order $k^2$.} Three terms contribute.

First, the part of \eqref{eq:front} that depends on $x$ is $-\sqrt3x^2+2kx$, with $x^3=O(k^3)$. Its maximum is at
\begin{equation}
x=\frac{k}{\sqrt3},\qquad -\sqrt3x^2+2kx=\frac{k^2}{\sqrt3}.
\end{equation}
By \eqref{eq:next}, $y$ responds to $x$ with a slope of order $k/|y|\sim\sqrt k$, which alters $F$ only at order $k^{5/2}$.

Secondly, $V''(2/\sqrt3)=3$. The last up cell feels the coupling force $-\sqrt3k$ from the front cell, and the field is itself lower by $\sqrt3k$:
\begin{equation}
3z=-\sqrt3k-\sqrt3k\quad\Rightarrow\quad z=-\frac{2k}{\sqrt3},\qquad -kz=\frac{2k^2}{\sqrt3}.
\end{equation}

Thirdly, put $y=-\sqrt k+bk$. Cell 3 has $w=-\sqrt k$ to leading order, by the same balance as cell 2; the other sign would raise $y$ and lower $F$. At order $k^{3/2}$ the left side of \eqref{eq:next} contributes $2\sqrt3b$ from $-\sqrt3y^2$ and $-1$ from $y^3$. The right side contributes $1$ from $F$ and $-1+2$ from $w-2y$. Thus
\begin{equation}
2\sqrt3\,b-1=2\quad\Rightarrow\quad b=\frac{\sqrt3}{2},\qquad -k\,(bk)=-\frac{\sqrt3}{2}k^2 .
\end{equation}
The sum is $k^2(1/\sqrt3+2/\sqrt3-\sqrt3/2)=(\sqrt3/2)k^2$, which completes \eqref{eq:result}.

These coefficients were tested by solving the force balance of a 20-cell chain. The front cell was held at a given value, the field and the other cells were solved for, and the field was then maximized over that value. At $k=10^{-4}$ the $k^2$ coefficient came out as $0.866$. With cell 2 held at $u_s$ and cell 0 at $2/\sqrt3$, the estimate of the $k^{3/2}$ coefficient fell from $1.009$ to $0.006$. Since $z$ is only of order $k$, holding cell 0 cannot remove a $k^{3/2}$ term; the test thus confirms that this term comes from the displacement of cell 2 from its spinodal point.

\section{Using the result}

Multiplying \eqref{eq:result} by $\alpha P_0$ and dividing by $E_s=F_s\alpha P_0$ gives
\begin{equation}
\frac{E_d}{E_s}=1-\frac92k+\frac{3\sqrt3}{2}k^{3/2}+\frac94k^2+O(k^{5/2}).
\label{eq:ratio}
\end{equation}

\emph{Range.} For very weak coupling the linear law overstates the reduction by a relative amount $\sqrt{k/3}$ to leading order; at the larger couplings below the excess is greater than this. At $k=0.02$ the chain gives $(F_s-F_d)/k=1.573$ instead of $1.732$, so the linear reduction is 10\% too large. At $k=0.1$ it is 30\% too large, while the series to $k^2$ is still within about 0.1\% of the numerical $F_d$. At $k=2/9$ the bound \eqref{eq:lower} falls to zero and carries no information; this does not mean that pinning ends there.

\emph{Coupling from the wall energy.} At zero field a sharp wall costs the bond energy $(k/2)2^2=2k$ in units of $\alpha P_0^2$ per cell volume. The two cells beside it each feel a force $2k$ against a stiffness $V''(\pm1)=2$ and regain $(2k)^2/4=k^2$. With cell width $a$ the energy per area is
\begin{equation}
\sigma=\alpha P_0^2a\,(2k-2k^2+O(k^3)).
\label{eq:sigma}
\end{equation}
At leading order $\kappa=\sigma/(2P_0^2a)$, so $E_s-E_d\simeq\sqrt3\,\sigma/(2P_0a)$. A computed wall energy thus gives an estimate of the shift, if the wall is one cell wide and only nearest neighbours are coupled as in \eqref{eq:si}. At $k=0.02$ this estimate is 8\% too large. Coupling to second neighbours enters the wall energy and the shift with different weights, so the energy alone then does not fix the shift.

\emph{Bilinear coupling.} Some codes use $\kappa(P_{n+1}+P_{n-1})$ without the term $-2\kappa P_n$. Adding and subtracting that term restores \eqref{eq:si} with $\alpha'=\alpha(1+2k)$. The field unit $\alpha^{3/2}\beta^{-1/2}$ grows by $(1+2k)^{3/2}\simeq1+3k$, and in the old unit
\begin{equation}
F_d=(1+3k)F_s-\sqrt3k+O(k^{3/2})=F_s-\frac{k}{\sqrt3}+O(k^{3/2}),
\end{equation}
since $3F_s=2/\sqrt3$. The reduction is still linear, but its coefficient is three times smaller, and the uniform chain now has the higher spinodal $(1+2k)^{3/2}F_s$. The form of coupling must be known before \eqref{eq:ratio} is applied.

\emph{Simulation time.} At a field $\epsilon$ above $F_d$ the front cell obeys $\dot x\simeq\epsilon+\sqrt3x^2$ near the fold, with $x$ measured from the fold point. It needs a time
\begin{equation}
\int_{-\infty}^{\infty}\frac{dx}{\epsilon+\sqrt3x^2}=\frac{\pi}{\sqrt{\sqrt3\,\epsilon}}
\label{eq:time}
\end{equation}
to pass, in units of $\rho/\alpha$. This is the leading term for small $\epsilon$, and it somewhat overestimates the time per cell. A run much shorter than this makes a moving wall look pinned.

\section{Example: a hafnium-zirconium oxide capacitor}

Take rough effective values for a ferroelectric hafnium-zirconium oxide film: $P_0=20\ \mu$C/cm$^2$, $E_s=2$ MV/cm, thickness 10 nm and cell width $a=0.5$ nm. The coupling $k=0.02$ is chosen, not measured. Each cell of the chain stands for a rigid sheet parallel to the wall. Then
\begin{equation}
\alpha=\frac{3\sqrt3}{2}\frac{E_s}{P_0}=\frac{2.598\times2\times10^8\ \text{V/m}}{0.20\ \text{C/m}^2}=2.60\times10^9\ \text{m/F},
\end{equation}
and $\kappa=k\alpha=5.20\times10^7$ m/F. Equation \eqref{eq:ratio} gives
\begin{equation}
E_d=2\,(1-0.0900+0.0073+0.0009)\ \text{MV/cm}=1.84\ \text{MV/cm}.
\end{equation}
The linear law alone gives 1.82 MV/cm. The coupling lowers the threshold by 0.16 MV/cm, or 8\% of $E_s$. At depinning the last up cell, the front cell and the next down cell carry 22.6, $-11.3$ and $-14.0\ \mu$C/cm$^2$. The spinodal point is $-P_0/\sqrt3=-11.5\ \mu$C/cm$^2$, so the front cell has just passed it and the next cell has not reached it. The wall energy \eqref{eq:sigma} is 2.0 mJ/m$^2$.

Equation \eqref{eq:si} was also integrated for 60 cells, 20 of them up, starting from $\pm P_0$ and running for $1500\,\rho/\alpha$. At 0.2\% below the predicted field no cell flipped; at 0.2\% above it 17 did. A uniform down chain at the higher field stayed down. Here $\epsilon=0.002\times0.353$, and \eqref{eq:time} gives about 90 time units per cell, a little above the actual interval of about 84 between flips.

\subsection{What the model leaves out}

\emph{Thermal activation.} Let a patch of sheet 5 nm long switch as a unit. Its volume is $0.5\times10\times5$ nm$^3$, and $\alpha P_0^2$ times this volume is 16.2 eV. With a rough attempt rate of $10^{12}$ s$^{-1}$ and a wait of 1 $\mu$s, a barrier of $k_BT\ln10^6=0.36$ eV is crossed at 300 K. The wall then moves at 1.45 MV/cm, and an isolated cell switches at 1.60 MV/cm. Heat thus lowers the wall threshold by 0.39 MV/cm, more than twice the coupling shift.

The difference between an isolated cell and the wall nevertheless shrinks only from 0.16 to 0.15 MV/cm. At a distance $\delta$ below its fold a cell has the barrier
\begin{equation}
\int_{-h}^{h}(\delta-\sqrt3x^2)\,dx=\frac{4}{3}\,3^{-1/4}\delta^{3/2},\qquad h=\sqrt{\delta/\sqrt3},
\end{equation}
and the front cell has the same fold to leading order in $k$, so both thresholds drop by nearly the same amount. At 358 K they are 1.40 and 1.55 MV/cm. A cell inside the down domain is different: its down neighbours hold it back while it crosses the barrier. For one given interior patch the threshold at 300 K is 1.64 MV/cm, which is 0.19 MV/cm above that of a patch at the wall. A domain holds many interior patches, however, and the first one to switch counts. Among 100 independent patches this happens at about 1.56 MV/cm, and among $10^4$ at about 1.49 MV/cm, but a wall also holds many patches: the first of 100 wall patches crosses at about 1.37 MV/cm and the first of $10^4$ at about 1.29 MV/cm. At equal counts the difference stays near 0.19 MV/cm; it shrinks only as interior patches come to outnumber wall patches. The patch length is an assumption: a smaller switching unit has a lower barrier at a given field and would reduce both thresholds further. Coupling across the two edges of the patch is left out; for a patch kept rigid, the same $k$ between 0.5 nm cells along the sheet would raise both thresholds by less than 0.01 MV/cm. A coupling that weak would not keep the patch rigid, however: a single column 0.5 nm long at the wall then has a barrier of only 0.04 eV at 1.45 MV/cm, and its barrier reaches 0.36 eV only near 0.15 MV/cm. The thermal thresholds above therefore presume a much stiffer coupling along the sheet than across it.

\emph{Depolarization.} Let an interface layer of thickness $t_i=0.5$ nm and permittivity $\varepsilon_i=30$ lie in series with a uniformly polarized film of thickness $t_f$ at zero voltage. From $E_it_i+E_ft_f=0$ and $\varepsilon_0\varepsilon_iE_i=\varepsilon_0E_f+P_0$,
\begin{equation}
|E_f|=\frac{P_0t_i}{\varepsilon_0(\varepsilon_it_f+t_i)}=0.38\ \text{MV/cm}.
\end{equation}
Here the film polarization is held at $P_0$; letting it relax in this field gives 0.36 MV/cm. Either value exceeds the coupling shift. It opposes the majority domain, and its average vanishes when up and down areas are equal.

\emph{Disorder.} At fixed $\beta$, $E_s\propto\alpha^{3/2}$. An isolated cell whose $\alpha$ is 5.5\% lower has its spinodal at the calculated $E_d$. Inside a down domain the neighbours hold the weak cell back, and the drop must be about 6.6\%. A spread of this size hides the difference between wall motion and switching at weak cells.

\emph{Breakdown.} For a rough breakdown field of 4 MV/cm, $E_d$ is 46\% of the limit in the film. The interface layer assumed above is under more stress: its field is $t_f/t_i=20$ times $|E_f|$, or 7.5 MV/cm at zero voltage. Such a layer is realistic only if it withstands this field or if trapped charge screens part of $P_0$, which would also reduce the depolarizing field.

\subsection{Reading the number for a device}

Polarizations near 20 $\mu$C/cm$^2$ and coercive fields of roughly 1 MV/cm are typical of such films, so $E_s=2$ MV/cm is an effective parameter above the usual coercive field. Real films are polycrystalline, and their walls need not move as rigid sheets. For the assumed patch, dropping the no-noise assumption alone takes the threshold from 1.84 to 1.45 MV/cm at 300 K. The value 1.84 MV/cm should therefore be used as the zero-temperature threshold of this model, not as a predicted coercive field. A device simulation that relies on the 8\% difference between wall and cell needs thermal noise, interface fields and cell-to-cell spread at the same level of detail. The remaining values are in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Scaled chain: field in alpha*P0, coupling k = kappa/alpha
single-cell spinodal field F_s = 0.384900
k | F_d numeric | F_d series | F_s - sqrt(3)k | (F_s-F_d)/k
0.0001 | 0.3847280 | 0.3847280 | 0.3847270 | 1.72196
0.0010 | 0.3832006 | 0.3832006 | 0.3831681 | 1.69956
0.0100 | 0.3686657 | 0.3686663 | 0.3675797 | 1.62344
0.0200 | 0.3534308 | 0.3534340 | 0.3502592 | 1.57347
0.0500 | 0.3116050 | 0.3116430 | 0.2982976 | 1.46590
0.1000 | 0.2517080 | 0.2519781 | 0.2116951 | 1.33192
k=0.0001: coefficient of k^1.5 = 1.0087, of k^2 = 0.8656
k=0.0001 deviations (P0): last up -1.151e-04, front 5.765e-05, next down -9.914e-03
same k^1.5 coefficient with next cell frozen = 0.0058
Example inputs (rough film values; k chosen)
P0 = 20.0 uC/cm2, E_s = 2.000 MV/cm, k = 0.020
cell width = 0.50 nm, film = 10.0 nm, patch = 5.0 nm
alpha = 2.5981e+09 m/F, beta = 6.4952e+10 m^5/(F C^2)
kappa = 5.1962e+07 m/F
depinning field, numeric = 1.8365 MV/cm
depinning field, linear law = 1.8200 MV/cm
depinning field, with k^1.5 = 1.8347 MV/cm
depinning field, with k^2 = 1.8365 MV/cm
coupling shift E_s - E_d = 0.1635 MV/cm (8.18 % of E_s)
shift on going from 20 to 32 cells = 0.0e+00 MV/cm
P at depinning (uC/cm2): last up, front, next down = 22.65, -11.32, -14.04
Time integration over 1500 rho/alpha: cells flipped
0.2 % below predicted field: 0; 0.2 % above: 17; uniform down chain, 0.2 % above: 0
wall energy at zero field = 2.037 mJ/m2
Neglected effects, sized for the example
energy unit alpha*P0^2*volume of patch = 16.216 eV
attempt rate = 1e+12 1/s, waiting time = 1e-06 s
300 K: barrier crossed = 0.357 eV; field for wall 1.450, isolated cell 1.597 MV/cm
300 K: thermal lowering of wall field 0.387, cell-wall gap 0.147 MV/cm
358 K: barrier crossed = 0.426 eV; field for wall 1.401, isolated cell 1.547 MV/cm
358 K: thermal lowering of wall field 0.435, cell-wall gap 0.146 MV/cm
interface layer 0.5 nm, permittivity 30: depolarizing field up to 0.376 MV/cm
drop in alpha that equals the coupling shift = 5.53 %
rough breakdown field = 4.0 MV/cm; E_d/breakdown = 0.459
\end{verbatim}
